# Counting silicon shells by bond distance in beta-cristobalite and alpha-quartz

## Problem

In both crystals each silicon atom has four oxygen neighbours, and each oxygen bridges two silicon atoms. Treat a silicon atom as a site and a Si-O-Si bridge as one link. The **bond distance** between two silicon atoms is the smallest number of links on a path joining them. Let $N_k$ be the number of silicon atoms at bond distance $k$ from a chosen silicon atom, the origin, which is not counted.

1. Find $N_1,N_2,N_3,N_4$ for ideal beta-cristobalite and for alpha-quartz.
2. Identify the first shell that distinguishes the two networks.
3. Explain the difference through the rings that pass through one silicon atom.

Assume infinite crystals without defects.

**Cristobalite data.** The cubic cell has $a=0.72$ nm (rough). Silicon occupies the diamond sites: a face-centred cubic set A and a set B displaced from it by $(a/4)(1,1,1)$. Oxygen lies midway between neighbouring silicon atoms.

**Quartz data.** The hexagonal cell has $a=0.49$ nm and $c=0.54$ nm, with 120° between the two base vectors. In fractional coordinates, silicon lies at

$$
(u,0,0),\quad (-u,-u,\tfrac13),\quad (0,u,\tfrac23),\qquad u=0.47.
$$

One oxygen lies at $(0.41,0.27,0.12)$. The others follow from a screw operation and a twofold axis:

$$
(x,y,z)\to(-y,\;x-y,\;z+\tfrac23),\qquad (x,y,z)\to(x-y,\;-y,\;-z).
$$

These values are rough too.

## Hints

**Hint 1.** Slice each crystal into silicon layers, along a cube axis in cristobalite and along $c$ in quartz. How does a link move you sideways when it takes you up by one layer?

**Hint 2.** A walk's endpoint depends on how often it crosses each gap between layers and on the signs of its sideways steps. Different walks may share an endpoint.

**Hint 3.** Each link changes the layer number by one. Which earlier shells can contain an endpoint reached after $k$ links?

**Hint 4.** For the ring question, count the links that leave the second shell, and compare them with the sites they reach.

## Solution

### Both crystals as stacks of layers

Number the layers by an integer $h$, with the origin at $h=0$. Gap $h$ is the space between layers $h$ and $h+1$.

*Cristobalite.* Measure lengths in units of $a/4$. The links from an A site lead to

$$
(1,1,1),\;(-1,-1,1),\;(1,-1,-1),\;(-1,1,-1).
$$

The first two go up, with sideways shifts $\pm d_0$, where $d_0=(1,1)$. The links from a B site are the negatives of these four vectors. Its upward links are therefore $(-1,1,1)$ and $(1,-1,1)$, with shifts $\pm d_1$, where $d_1=(1,-1)$. A sites lie in even layers and B sites in odd layers, so the shifts alternate between two perpendicular directions.

*Quartz.* First find the silicon atoms bonded to the given oxygen. For a fractional separation $(\Delta x,\Delta y,\Delta z)$,

$$
r^2=a^2(\Delta x^2+\Delta y^2-\Delta x\,\Delta y)+c^2\Delta z^2 .
$$

The minus sign comes from $2\cos120^\circ=-1$. From Si at $(0.47,0,0)$ the separation is $(-0.06,0.27,0.12)$, which gives $r=0.163$ nm. A lattice translation of the second silicon puts it at $(0.53,0.53,\tfrac13)$, and its distance from the oxygen is 0.160 nm. The next Si-O distance in the crystal is 0.350 nm, so the bonds are unambiguous.

To label the sites, replace $u=0.47$ by $\tfrac12$. This moves each silicon atom slightly but changes no link. The link just found then has the sideways shift

$$
(\tfrac12,\tfrac12)-(\tfrac12,0)=(0,\tfrac12)\quad\text{across gap }0.
$$

The twofold axis sends it to a downward link with shift $(-\tfrac12,-\tfrac12)$. Read upwards, this is $(\tfrac12,\tfrac12)$ across gap $-1$.

The screw turns a shift $(x,y)$ into $(-y,x-y)$ and raises the gap number by two. Applied twice to each link, it gives

$$
\begin{aligned}
&\text{gaps }0,2,4:\quad (0,\tfrac12),\;(-\tfrac12,-\tfrac12),\;(\tfrac12,0),\\
&\text{gaps }-1,1,3:\quad (\tfrac12,\tfrac12),\;(-\tfrac12,0),\;(0,-\tfrac12).
\end{aligned}
$$

The pattern repeats after three gaps, which is one cell height. Each gap thus has two opposite shifts $\pm d_h$, with

$$
d_0=(0,\tfrac12),\qquad d_1=(\tfrac12,0),\qquad d_2=(\tfrac12,\tfrac12)=d_0+d_1 .
$$

The six oxygens per cell supply two links per gap, and each layer has one silicon per cell. Every silicon therefore has two links up and two down.

The sideways directions needed below are:

| Gap | −2 | −1 | 0 | 1 | 2 | 3 |
|---|---|---|---|---|---|---|
| Cristobalite | $d_0$ | $d_1$ | $d_0$ | $d_1$ | $d_0$ | $d_1$ |
| Quartz | $d_1$ | $d_2$ | $d_0$ | $d_1$ | $d_2$ | $d_0$ |

### The counting rule

A link crossed downwards has its shift reversed, but both signs are available in either direction. If a walk crosses gap $h$ a total of $c_h$ times, its sideways displacement is

$$
\sum_h n_hd_h,\qquad n_h\in\{-c_h,-c_h+2,\ldots,c_h\}.
$$

Write a displacement $m d_0+n d_1$ as $(m,n)$. In quartz, $d_2$ is then $(1,1)$. Since $d_0$ and $d_1$ are independent, different pairs denote different sites in a layer.

Let $H$ be the final layer. After $k$ links, $H$ has the parity of $k$. Any site reached in $k-2$ links can be reached again in $k$ by stepping along a link and back. The new sites at step $k$ are therefore those reached in $k$ links but not in $k-2$.

Layers $H$ and $-H$ contribute equally. In cristobalite, turning the crystal upside down exchanges $d_0$ and $d_1$. In quartz the twofold axis sends $d_0$ to $-d_2$ and $d_2$ to $-d_0$, and leaves $d_1$ fixed. This preserves $d_2=d_0+d_1$, because $-d_0=-d_2+d_1$, and the signs do not matter since each gap has both shifts $\pm d_h$. The choice of origin does not matter either: inversion through a link midpoint exchanges A and B, and the screw connects the three silicon positions of quartz.

### Shells one and two

One link gives $(\pm1,0)$ at $H=1$, and two sites at $H=-1$. Hence $N_1=4$ in both crystals.

For two links up, gaps 0 and 1 give the four sites $(\pm1,\pm1)$ at $H=2$. There are four more at $H=-2$. At $H=0$, the walk crosses gap 0 twice or gap $-1$ twice. Apart from the origin, this gives

- cristobalite: $(\pm2,0)$ and $(0,\pm2)$
- quartz: $(\pm2,0)$ and $\pm(2,2)$

Each list has four sites, so $N_2=4+4+4=12$ in both crystals.

### Shell three

Write U for a step up and D for a step down.

*Layer $H=3$.* The walk UUU crosses gaps 0, 1 and 2. In cristobalite the two $d_0$ steps combine, so $m\in\{-2,0,2\}$ and $n=\pm1$: six sites. In quartz we add $\pm(1,1)$ to $(\pm1,\pm1)$, which gives

$$
(0,0),\;(\pm2,0),\;(0,\pm2),\;\pm(2,2).
$$

The eight sign choices give seven sites, because $(0,0)$ occurs twice: $d_0+d_1-d_2=0$, and the same holds with all signs reversed.

*Layer $H=1$.* The possible walks are UUD, UDU and DUU. The sites $(\pm1,0)$ belong to shell one and are discarded.

- UUD crosses gap 0 once and gap 1 twice. Its new sites are $(\pm1,\pm2)$, four in either crystal.
- UDU crosses gap 0 three times. Its new sites are $(\pm3,0)$, two in either crystal.
- DUU crosses gap $-1$ twice and gap 0 once. In cristobalite gap $-1$ has direction $d_1$, so the four UUD sites appear again. In quartz the walk gives $(\pm1,0)\pm(2,2)$, that is, $\pm(3,2)$ and $\pm(1,2)$. The pair $\pm(1,2)$ is already listed, which leaves two new sites.

Layer $H=1$ therefore holds six sites in cristobalite and eight in quartz. Including the negative layers,

$$
N_3^{\rm crist}=2(6+6)=24,\qquad N_3^{\rm quartz}=2(7+8)=30 .
$$

The third shell is the first to distinguish the networks, by six silicon atoms.

### Shell four

*Layer $H=4$.* In cristobalite each direction is used twice, so $m$ and $n$ each take the values $-2,0,2$: nine sites. In quartz gap 3 adds $\pm(1,0)$ to the seven sites of $H=3$. Sorted by $n$, the distinct results are

$$
\begin{aligned}
n=2:&\quad m=-1,1,3,\\
n=0:&\quad m=-3,-1,1,3,\\
n=-2:&\quad m=-3,-1,1.
\end{aligned}
$$

That makes ten sites.

*Layer $H=2$.* There are three steps up and one down. The walk crosses gaps 0 and 1, plus an additional pair of crossings of gap $-1$, 0, 1 or 2. A pair adds zero or twice the direction of its gap to $(\pm1,\pm1)$, and the sites $(\pm1,\pm1)$ themselves are old. In cristobalite the new sites are $(\pm3,\pm1)$ and $(\pm1,\pm3)$, eight in all. Quartz has the same eight. Gaps $-1$ and 2 also allow the addition of $\pm(2,2)$, which supplies two more sites, $\pm(3,3)$. The total is ten.

*Layer $H=0$.* The walks are as follows.

- UUDD crosses gaps 0 and 1 twice each.
- UDUD crosses gap 0 four times.
- UDDU and DUUD cross gaps 0 and $-1$ twice each.
- DUDU crosses gap $-1$ four times.
- DDUU crosses gaps $-1$ and $-2$ twice each.

In cristobalite the new sites are $(\pm2,\pm2)$, $(\pm4,0)$ and $(0,\pm4)$: eight. In quartz, UUDD supplies $(0,\pm2)$ and $\pm(2,-2)$. The remaining walks supply $\pm(4,0)$, $\pm(4,2)$, $\pm(4,4)$ and $\pm(2,4)$. This makes twelve.

Adding the layers,

$$
N_4^{\rm crist}=2(9+8)+8=42,\qquad
N_4^{\rm quartz}=2(10+10)+12=52 .
$$

| Crystal | $N_1$ | $N_2$ | $N_3$ | $N_4$ |
|---|---|---|---|---|
| Beta-cristobalite | 4 | 12 | 24 | 42 |
| Alpha-quartz | 4 | 12 | 30 | 52 |

### Why the third shell differs

An $n$-ring is a closed path through $n$ different silicon atoms. Each link changes $h$ by one, so a closed path has an even number of links. This excludes 3-rings and 5-rings. The four first-shell sites have $4\times3=12$ outward links, and these reach 12 different sites. No second-shell site is reached twice, so there are no 4-rings.

Each second-shell site has one link inwards and three outwards, because parity forbids links within a shell. Thus $12\times3=36$ links enter shell three. The lists above show that no third-shell site receives more than two of them.

A site that receives two closes a six-ring through the origin. Its two inward paths cannot meet before the origin, since that would make a 4-ring. Conversely, the site opposite the origin in a six-ring is three links away along either half. If it were only one link away, that link and half of the ring would form a 4-ring. The number of doubly reached sites therefore equals $R_6$, the number of six-rings through the origin, and

$$
N_3=36-R_6 .
$$

The coincidences can be read from the shell-three lists. In cristobalite, $H=3$ has two doubly reached sites, $(0,\pm1)$, and $H=1$ has four, $(\pm1,\pm2)$. In quartz these layers have one and two. Hence

$$
R_6^{\rm crist}=2(2+4)=12,\qquad R_6^{\rm quartz}=2(1+2)=6 .
$$

The first two shells are the same because neither network has a ring short enough to affect them. The third shell is larger in quartz because fewer of its outward paths rejoin.

### Link shells are not length shells

Sorting the cristobalite silicon atoms by length, from their coordinates, gives a different sequence:

| Si-Si length (nm) | 0.312 | 0.509 | 0.597 | 0.720 |
|---|---|---|---|---|
| Number of Si | 4 | 12 | 12 | 6 |

The third link shell extends from 0.597 to 0.785 nm, while the fourth already begins at 0.720 nm. In quartz the overlap starts earlier: shell two covers 0.436 to 0.576 nm, and shell three begins at 0.438 nm. A peak in a pair-distance curve therefore cannot in general be read as one $N_k$. The third digit of these lengths depends on the rough inputs: with $a=0.713$ nm every cristobalite length is 1% shorter (0.597 becomes 0.591 nm), and moving $u$ from 0.465 to 0.475 moves the start of quartz shell three from 0.434 to 0.441 nm. The overlaps remain in each case.

### Real silica

Ideal cristobalite has straight bridges, whereas those of the real high-temperature phase are bent. Moving each oxygen sideways by 0.04 nm, with silicon held fixed, reduces the bridge angle from 180° to

$$
2\arctan(0.156/0.04)\approx151^\circ ,
$$

where 0.156 nm is half the Si-Si distance. No link is lost, so $N_k$ is unchanged. Thermal motion likewise leaves the populations alone while the same bonds persist.

The SiO$_2$ grown on silicon in a device breaks a stronger assumption: it is amorphous, so its sites are not equivalent and odd rings can occur. The crystal values are reference counts, not predictions for each of its silicon atoms. Variation 2 shows how five-rings change $N_3$.

## Variation 1: broken links

*Suppose that $10^{18}$ links per cm³ are broken at random. By how much does the mean $N_3$ change?*

This is a round illustrative density, applied here to the two crystals. It is not an upper bound for real oxides: hydroxyl groups in steam-grown oxide also end links and can be more numerous. The link densities follow from the cells:

$$
\frac{16}{a^3}=4.29\times10^{22}\ {\rm cm^{-3}},\qquad
\frac{6}{(\sqrt3/2)a^2c}=5.34\times10^{22}\ {\rm cm^{-3}},
$$

for cristobalite and quartz respectively. The broken fractions are $f=2.3\times10^{-5}$ and $1.9\times10^{-5}$. The last digits depend on the rough cells: $a=0.713$ nm gives $4.41\times10^{22}$ cm⁻³ for cristobalite and turns the shift below into $-8.2\times10^{-4}$, and $a=0.4913$ nm, $c=0.5405$ nm give $5.31\times10^{22}$ cm⁻³ and $-1.4\times10^{-3}$ for quartz.

For small $f$, consider one broken link at a time. A third-shell site with two inward paths keeps one of them. A site with a single path is lost if any of its three links breaks. No site enters shell three in exchange: by parity it would have to come from shell one, but a first-shell site cut from the origin is at least five links away, because the shortest rings have six links.

Cristobalite has $24-12=12$ single-path sites, and quartz has $30-6=24$. To first order in $f$,

$$
\Delta N_3=-3f\times12=-8.4\times10^{-4},\qquad
\Delta N_3=-3f\times24=-1.3\times10^{-3}.
$$

At this density both shifts are negligible beside the difference of six. They grow in proportion to the density, to about $-0.08$ and $-0.14$ at $10^{20}$ cm⁻³ and $-0.9$ and $-1.3$ at $10^{21}$ cm⁻³. For random breaks the linear form holds within 5% up to $f\approx0.02$; at $f=0.12$ it is about 14% too small in cristobalite. Clustering can change the coefficient. If the broken links come as all four links of one silicon, a fraction $f/2$ of the sites is cut out. Summing the losses over a cut at the origin and in shells one, two and three gives $(24+12+12+24)/2=36$ in cristobalite, as before, but $(30+24+24+30)/2=54$ in quartz instead of 72.

## Variation 2: a site with five-rings

*A four-connected network has no 3-rings or 4-rings, but $R_5$ five-rings pass through the origin. Find $N_3$.*

The first two shells still hold 4 and 12 sites, with 36 link ends leaving shell two away from the origin. Each five-ring through the origin contains one link between two second-shell sites. Conversely, each such link closes one five-ring, because every second-shell site has a single path to the origin. The link uses two of the 36 ends. If $D$ third-shell sites are reached twice and none more often,

$$
N_3=36-2R_5-D .
$$

With $R_5=0$ and $D=R_6$ this returns the crystal result. One five-ring removes two atoms from the third shell at fixed $D$, a third of the difference between the crystals. A site with $R_5=3$ and $D=6$ would have

$$
N_3=36-6-6=24,
$$

the cristobalite value, although its rings are different. The formula needs both of its assumptions: real silica glass also contains some 3-rings and 4-rings, which lower $N_2$ when they pass through the origin, and in a disordered network a third-shell site can be reached three times. The third shell separates these two crystals, but $N_3$ alone does not identify the local structure of an amorphous network.

Numbers in the example were calculated in double precision.
